# The octahedral double group and spin-orbit splitting of a t2g level

**Q.** An electron sits in the $t_{2g}$ orbitals $yz$, $zx$, $xy$ of an ion at a cubic site. I know the group $O$ of the 24 proper rotations of a cube. Why should spin require another group?

**A.** Because the rotations of a spin-1/2 do not form a representation of $O$. In units with $\hbar=1$, a turn by $\varphi$ about the unit vector $\mathbf n$ acts on a spinor as

$$U=e^{-i\varphi\,\mathbf n\cdot\boldsymbol\sigma/2}=\cos\frac{\varphi}{2}-i\,\mathbf n\cdot\boldsymbol\sigma\,\sin\frac{\varphi}{2},$$

where the second form follows from $(\mathbf n\cdot\boldsymbol\sigma)^2=1$. A full turn gives $U=-1$, although it moves no point of space.

The rotation matrix $R$ belonging to $U$ is defined by $U\sigma_jU^\dagger=\sum_i R_{ij}\sigma_i$. If $U$ and $U'$ give the same $R$, then $U'^{-1}U$ commutes with all $\sigma_j$. It is therefore a multiple of the unit matrix, and since its determinant is 1 it is $\pm1$. Each rotation has two spin matrices, $U$ and $-U$, and no choice of one from each pair is needed if we keep both.

The octahedral double group $O^*$ is the set of all $U$ whose $R$ lies in $O$. It is closed, because the product of two such matrices belongs to the product of their rotations.

**Q.** I would like to see the elements.

**A.** Write $U=q_0-i\,\mathbf q\cdot\boldsymbol\sigma$, with $q_0=\cos(\varphi/2)$ and $\mathbf q=\mathbf n\sin(\varphi/2)$. Including both signs, the elements are:

- the identity and its partner: $q_0=\pm1$, $\mathbf q=0$, 2 elements;
- threefold turns $C_3$: $q_0=\pm\frac12$, $\mathbf q=\frac12(\pm1,\pm1,\pm1)$, 16 elements;
- fourfold turns $C_4$: $q_0=\pm\frac1{\sqrt2}$, $\mathbf q=\pm\frac1{\sqrt2}$ times a cube axis, 12 elements;
- half turns $C_2$ about cube axes: $q_0=0$, $\mathbf q=\pm$ a cube axis, 6 elements;
- half turns $C_2'$ about edge-midpoint axes: $q_0=0$, $\mathbf q=\frac1{\sqrt2}(\pm1,\pm1,0)$ and permutations, 12 elements.

The sum is 48.

**Q.** Twice as many elements, so twice as many classes?

**A.** No. Conjugate $U$ by another element $V$ with rotation $R_V$. From the definition of $R$,

$$VUV^\dagger=q_0-i\,(R_V\mathbf q)\cdot\boldsymbol\sigma .$$

Conjugation keeps $q_0$ and rotates $\mathbf q$. The classes are thus the sets of vectors $\mathbf q$, at fixed $q_0$, that cube rotations carry into each other.

The group $O$ carries any corner of the cube to any other: three rotations leave a corner fixed, so its orbit has $24/3=8$ members. In the same way the face centres form one orbit of $24/4=6$ and the edge midpoints one of $24/2=12$. This gives

- $E$ and $\bar E$, one element each;
- $C_3$ and $\bar C_3$, with $q_0=\pm\frac12$, eight each;
- $C_4$ and $\bar C_4$, with $q_0=\pm\frac1{\sqrt2}$, six each;
- $C_2$ with six and $C_2'$ with twelve.

A bar marks $-U$. Since $-U$ has scalar part $-q_0$, it can share a class with $U$ only if $q_0=0$. For both kinds of half turn it does so, because some cube rotation reverses the axis. There are eight classes, against five for $O$.

**Q.** How many new irreducible representations follow, and how large are they?

**A.** The element $-1$ commutes with the whole group, so by Schur's lemma it is a number in each irreducible representation, and its square is 1. Where it is $+1$, both members of a pair act alike and we have a representation of $O$. There are five of these: $A_1,A_2,E,T_1,T_2$. The number of irreducible representations equals the number of classes, so $8-5=3$ remain in which $-1$ acts as $-1$. These are the spinor representations.

The squared dimensions add to 48 for $O^*$ and to 24 for $O$. The three new dimensions obey

$$a^2+b^2+c^2=24 .$$

The available squares are 1, 4, 9, 16. If the largest is 16, the others add to 8, which requires $4+4$. If it is 9, the others must add to 15, which no two of 1, 4, 9 do. If it is 4, the sum cannot exceed 12. The dimensions are therefore 2, 2 and 4.

**Q.** Dimensions are not characters. Where do the latter come from?

**A.** From angular momentum. On the $2j+1$ states of angular momentum $j$, a turn by $\varphi$ has eigenvalues $e^{-im\varphi}$. Their sum telescopes when multiplied by $e^{i\varphi/2}-e^{-i\varphi/2}$:

$$\left(e^{i\varphi/2}-e^{-i\varphi/2}\right)\sum_{m=-j}^{j}e^{im\varphi}=e^{i(j+1/2)\varphi}-e^{-i(j+1/2)\varphi},$$

$$\chi_j(\varphi)=\frac{\sin\left[(j+\tfrac12)\varphi\right]}{\sin(\varphi/2)} .$$

For $j=\frac12$ this is $2\cos(\varphi/2)$. For $j=\frac32$ it gives $\sin(4\pi/3)/\sin(\pi/3)=-1$ at $C_3$ and zero at $C_4$ and both half turns. Call these representations $\Gamma_6$ and $\Gamma_8$.

The third is obtained from the one-dimensional $A_2$. Each cube rotation permutes the four body diagonals, and $A_2$ is the sign of that permutation. $C_3$ cycles three diagonals and $C_2$ makes two exchanges, both even. $C_4$ cycles all four and $C_2'$ exchanges one pair, both odd. Define $\Gamma_7=A_2\otimes\Gamma_6$. Then

| | $E$ | $C_3$ | $C_4$ | $C_2$ | $C_2'$ |
|---|---|---|---|---|---|
| $\Gamma_6$ | 2 | 1 | $\sqrt2$ | 0 | 0 |
| $\Gamma_7$ | 2 | 1 | $-\sqrt2$ | 0 | 0 |
| $\Gamma_8$ | 4 | $-1$ | 0 | 0 | 0 |

and the characters of $\bar E,\bar C_3,\bar C_4$ have the opposite sign.

**Q.** A multiplet irreducible under all rotations may fall apart under a finite group. Are these three irreducible?

**A.** A representation is irreducible if $\sum|\chi|^2$ over the group equals its order, 48. Counting barred and unbarred elements together,

$$\Gamma_6,\Gamma_7:\quad 2\cdot4+16\cdot1+12\cdot2=48,$$
$$\Gamma_8:\quad 2\cdot16+16\cdot1=48 .$$

The characters differ, so these are the three representations we counted. The table in the numerical output was found by a separate route, from the multiplication constants of the classes, and agrees.

**Q.** An octahedral site also has inversion. Have you lost it?

**A.** Inversion leaves spin unchanged and multiplies a $d$ orbital by $(-1)^2=1$. It commutes with all rotations, so the full group is $O^*$ times inversion, and all our states gain the label $g$, which I omit.

**Q.** Then classify the six $t_{2g}$ spin-orbitals.

**A.** First the orbitals alone. $C_3$ permutes them cyclically: trace 0. $C_4$ about $z$ reverses $xy$ and interchanges the other two up to signs: trace $-1$. $C_2$ about $z$ keeps $xy$ and reverses the others: trace $-1$. $C_2'$ about $x=y$ exchanges $x$ and $y$ and reverses $z$, so it keeps $xy$ and interchanges the others up to signs: trace 1. These are the characters $(3,0,-1,-1,1)$ of $T_2$.

Multiplying by $\Gamma_6$ gives $(6,0,-\sqrt2,0,0)$ for the spin-orbitals. The multiplicities are

$$n_6=\frac{2\cdot6\cdot2+12(-\sqrt2)(\sqrt2)}{48}=0,$$
$$n_7=\frac{2\cdot6\cdot2+12(-\sqrt2)(-\sqrt2)}{48}=1,\qquad n_8=\frac{2\cdot6\cdot4}{48}=1 .$$

Hence $T_2\otimes\Gamma_6=\Gamma_7\oplus\Gamma_8$. By Schur's lemma a cubic Hamiltonian acting within these six states is one number on the doublet and one on the quartet.

**Q.** Does symmetry also tell me the gap?

**A.** No, but it fixes a ratio. Take one electron, pure $d$ orbitals with a common radial function, and

$$H_{\rm so}=\zeta\,\mathbf L\cdot\mathbf S,\qquad \zeta>0,$$

where $\zeta$ is the radial average of the spin-orbit coupling. Assume for now that the $e_g$ orbitals are too far away to matter. Each component of $\mathbf S$ has zero trace over spin, so $2E_7+4E_8=0$ and $E_7=-2E_8$. The size and sign require the matrix elements of $\mathbf L$.

**Q.** Real orbitals have no average angular momentum. How can there be any splitting?

**A.** The diagonal elements vanish, but the off-diagonal ones do not. With $L_z=-i(x\partial_y-y\partial_x)$,

$$L_z\,yz=-i\,zx,\qquad L_z\,zx=+i\,yz,\qquad L_z\,xy=-i(x^2-y^2).$$

The last function belongs to $e_g$. Let $P$ project on $t_{2g}$; then $PL_zP$ annihilates $xy$. Compare the $p$ functions, with angular momentum $\mathbf l$:

$$l_z\,x=+i\,y,\qquad l_z\,y=-i\,x,\qquad l_z\,z=0 .$$

Identify $yz\to x$, $zx\to y$, $xy\to z$. The two sets of equations then differ by a sign. Cyclic permutation of $x,y,z$ respects this identification and supplies the other components, so

$$P\mathbf LP=-\mathbf l,\qquad l=1 .$$

**Q.** That minus sign looks like a choice of phases. Could I redefine the orbitals and remove it?

**A.** No change of basis can do so. Put $\mathbf A=P\mathbf LP=-\mathbf l$. Then

$$[A_x,A_y]=[l_x,l_y]=i\,l_z=-i\,A_z .$$

An angular momentum would have $+iA_z$ on the right, and a unitary change of basis preserves commutators. The projected operator need not obey the usual rule, since $P$ removes the passage through $e_g$ in products such as $L_xL_y$.

**Q.** Very well. What are the energies?

**A.** Within $t_{2g}$ we have $H=-\zeta\,\mathbf l\cdot\mathbf s$, with $\mathbf s=\mathbf S$. Both $\mathbf l$ and $\mathbf s$ obey the usual commutation rules, so $\mathbf j=\mathbf l+\mathbf s$ is an effective angular momentum with $j=\frac12$ or $\frac32$. Squaring it,

$$\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-2-\tfrac34\right]=
\begin{cases}\tfrac12\left(\tfrac{15}4-\tfrac{11}4\right)=\tfrac12,&j=\tfrac32,\\[2pt]
\tfrac12\left(\tfrac34-\tfrac{11}4\right)=-1,&j=\tfrac12.\end{cases}$$

Therefore

$$E_{3/2}=-\frac{\zeta}{2}\ \ (\Gamma_8),\qquad E_{1/2}=+\zeta\ \ (\Gamma_7),\qquad E_{1/2}-E_{3/2}=\frac{3\zeta}{2}.$$

The labels follow from the dimensions, 4 and 2, and the energies have the ratio required by the trace. A true $p$ shell has $+\zeta\,\mathbf l\cdot\mathbf s$ instead, with its doublet below at $-\zeta$ and its quartet at $+\zeta/2$. The minus sign found above turns the order over.

**Q.** Show me a state of the doublet, and check it without using $j$.

**A.** Take

$$\psi=\frac{1}{\sqrt3}\left(|xy\uparrow\rangle+|yz\downarrow\rangle+i|zx\downarrow\rangle\right).$$

The cyclic partners of the equations for $A_z$ are $A_x\,zx=-i\,xy$, $A_x\,xy=i\,zx$, $A_y\,xy=-i\,yz$ and $A_y\,yz=i\,xy$. With $\sigma_y{\uparrow}=i{\downarrow}$ and $\sigma_y{\downarrow}=-i{\uparrow}$,

$$\mathbf A\cdot\boldsymbol\sigma\,|xy\uparrow\rangle=|yz\downarrow\rangle+i|zx\downarrow\rangle,$$
$$\mathbf A\cdot\boldsymbol\sigma\,|yz\downarrow\rangle=|xy\uparrow\rangle+i|zx\downarrow\rangle,$$
$$\mathbf A\cdot\boldsymbol\sigma\;i|zx\downarrow\rangle=|xy\uparrow\rangle+|yz\downarrow\rangle .$$

In the sum each term appears twice. Hence $\mathbf A\cdot\boldsymbol\sigma\,\psi=2\psi$, and since $\mathbf S=\boldsymbol\sigma/2$ the energy is $\zeta$. Each orbital has weight $1/3$.

**Q.** If it is a $j=\frac12$ doublet, why is it $\Gamma_7$? You gave $j=\frac12$ the name $\Gamma_6$.

**A.** This is what "effective" means. The map from $t_{2g}$ to $p$ functions respects $\mathbf l$ but not every cube rotation: the $p$ functions have characters $1+2\cos\varphi$, or $(3,0,1,-1,-1)$, which is $T_1$. Multiplication by $A_2$ gives $T_2$. So each effective multiplet transforms as a true one times $A_2$. For $j=\frac12$ this turns $\Gamma_6$ into $\Gamma_7$; for $j=\frac32$ it changes nothing, because $\Gamma_8$ has zero character wherever $A_2$ is $-1$. Under $C_4$ the doublet has trace $-\sqrt2$, where a real spin has $+\sqrt2$.

**Q.** You have pushed $e_g$ out of sight. What happens if it lies at a finite height $\Delta$?

**A.** Let $K=\mathbf L\cdot\mathbf S$ in the whole $d$ shell, and let $Q$ project on $e_g$. For $l=2$ the true total angular momentum is $J=\frac52$ or $\frac32$, and

$$K=\tfrac12\left[J(J+1)-6-\tfrac34\right]=1\ \text{or}\ -\tfrac32 .$$

Thus $(K-1)(K+\frac32)=0$, or $K^2+\frac12K=\frac32$. Project this on a $t_{2g}$ level where $PKP=k$. Inserting $P+Q=1$ between the two factors of $K^2$,

$$PKQKP=\tfrac32-\tfrac k2-k^2 .$$

For the doublet, $k=1$ and the right side is zero. It is the squared length of $QK\psi$, so the doublet does not couple to $e_g$ at all. Then $K\psi=\psi$: the effective $j=\frac12$ states lie wholly in the atomic $J=\frac52$ shell, and in this model their energy is $\zeta$ for any $\Delta$.

For the quartet, $k=-\frac12$ and the squared coupling is $\frac32+\frac14-\frac14=\frac32$. For a quartet state $\psi_8$ define the normalized $e_g$ state $\eta=QK\psi_8/\sqrt{3/2}$. Then

$$K\psi_8=-\tfrac12\psi_8+\sqrt{\tfrac32}\,\eta .$$

Apply $K$ again and use $K^2=\frac32-\frac12K$ on the left:

$$\tfrac32\psi_8-\tfrac12K\psi_8=-\tfrac12K\psi_8+\sqrt{\tfrac32}\,K\eta
\quad\Rightarrow\quad K\eta=\sqrt{\tfrac32}\,\psi_8 .$$

The pair closes on itself. With energies measured from the $t_{2g}$ level, $H=\zeta K+\Delta Q$ becomes

$$\begin{pmatrix}-\zeta/2&\sqrt{3/2}\,\zeta\\ \sqrt{3/2}\,\zeta&\Delta\end{pmatrix},\qquad
E_\pm=\frac{\Delta-\zeta/2}{2}\pm\sqrt{\frac{(\Delta+\zeta/2)^2}{4}+\frac{3\zeta^2}{2}} .$$

**Q.** So is $3\zeta/2$ right or wrong?

**A.** It is the leading term for $\zeta\ll\Delta$. Write $E_-=-\zeta/2-\delta$. The determinant condition is

$$\delta\left(\Delta+\frac{\zeta}{2}+\delta\right)=\frac{3\zeta^2}{2},\qquad
\delta=\frac{3\zeta^2}{2\Delta}\left(1-\frac{\zeta}{2\Delta}+\dots\right),$$

where $\delta$ inside the bracket contributes at the next order. The gap is

$$\zeta-E_-=\frac{3\zeta}{2}+\delta=\frac{3\zeta}{2}\left(1+\frac{\zeta}{\Delta}-\frac{\zeta^2}{2\Delta^2}+\dots\right).$$

Since $\delta>0$ for $\Delta>0$, the mixing widens the gap: $e_g$ pushes the quartet down and leaves the doublet alone. If instead $e_g$ lies well below $t_{2g}$, the $t_{2g}$ quartet is $E_+$; it is pushed up and the gap narrows.

In the opposite limit, $\Delta\to0$, the root is $\sqrt{\zeta^2/16+24\zeta^2/16}=5\zeta/4$, and $E_\pm=-\zeta/4\pm5\zeta/4$. The upper quartet reaches $\zeta$ and joins the doublet to form the six states of $J=\frac52$; the lower one, at $-3\zeta/2$, is the free-ion $J=\frac32$. The gap is then $5\zeta/2$.

**Q.** Give me numbers.

**A.** Take the round model values $\zeta=0.015$ and $\Delta=0.12$ hartree, so $\zeta/\Delta=0.125$. With $e_g$ ignored, the quartet lies at $-0.0075$ and the doublet at $0.0150$ hartree. The gap is $1.5\times0.015=0.0225$ hartree, or 0.612 eV.

With $e_g$ included,

$$E_-=0.05625-\sqrt{0.06375^2+1.5\times0.015^2}=-0.01009\ \text{hartree}.$$

The doublet stays at 0.0150, and the gap becomes 0.02509 hartree, or 0.683 eV. This is 11.5 % above the isolated-$t_{2g}$ value. The first correction alone predicts $\zeta/\Delta=12.5\,\%$ and a gap of 0.02531 hartree; the next term lowers that to 0.02514. Diagonalizing all ten $d$ spin-orbitals was tested against the formula for $E_\pm$ and agrees.

**Q.** And if the site is not quite cubic?

**A.** Then $\Gamma_8$ need not stay fourfold. Neglect $e_g$ again and raise $xy$ by a small energy $\tau$, as a tetragonal distortion can. Let $a=|xy\uparrow\rangle$ and $b=(|yz\downarrow\rangle+i|zx\downarrow\rangle)/\sqrt2$. The three equations used to check $\psi$ give $\mathbf A\cdot\boldsymbol\sigma\,a=\sqrt2\,b$ and $\mathbf A\cdot\boldsymbol\sigma\,b=\sqrt2\,a+b$, so in this pair

$$H=\begin{pmatrix}\tau&\zeta/\sqrt2\\ \zeta/\sqrt2&\zeta/2\end{pmatrix}.$$

At $\tau=0$ the eigenvalues are $\zeta$ and $-\zeta/2$. The upper state has $xy$ weight $\frac13$, so the lower has $\frac23$, and to first order they move by $\tau/3$ and $2\tau/3$. The other quartet state of this kind, $(|yz\uparrow\rangle+i|zx\uparrow\rangle)/\sqrt2$, contains no $xy$ and does not move. Time reversal doubles each of the three levels. The quartet thus splits by $2|\tau|/3$ to first order in $\tau/\zeta$, and the two-level picture requires $|\tau|\ll\zeta$.

**Q.** Real $t_{2g}$ orbitals also spread onto the neighbouring ions. Does the result survive that?

**A.** Its form does, for one electron at a cubic site, when the coupling to $e_g$ and to all other levels, those of the ligands included, is neglected. The spin-orbit term is then $\mathbf V\cdot\mathbf S$, where $\mathbf V$ transforms as $T_1$, like $\mathbf L$. The number of independent $T_1$ operators within $T_2$ is

$$\frac{1}{24}\left[27+8\cdot0+6\cdot1+3\cdot(-1)+6\cdot(-1)\right]=1,$$

each term being the class size times $\chi_{T_2}^2\chi_{T_1}$. So $P\mathbf VP=-\lambda\,\mathbf l$ with one real number $\lambda$, and the gap is $3\lambda/2$ to first order in the spin-orbit term. What is lost is the equality of $\lambda$ with the $\zeta$ of the pure $d$ orbital. With several electrons in the shell, their mutual repulsion enters as well, and these one-electron levels are no longer by themselves the energies of the ion.

## Values computed for the example and the checks

```
Elements in double group: 48 ; classes: 8
Class          E      C3      C4      C2     C2'    Ebar   C3bar   C4bar
Size           1       8       6       6      12       1       8       6
A1         1.000   1.000   1.000   1.000   1.000   1.000   1.000   1.000
A2         1.000   1.000  -1.000   1.000  -1.000   1.000   1.000  -1.000
E          2.000  -1.000   0.000   2.000   0.000   2.000  -1.000   0.000
T1         3.000   0.000   1.000  -1.000  -1.000   3.000   0.000   1.000
T2         3.000   0.000  -1.000  -1.000   1.000   3.000   0.000  -1.000
G6         2.000   1.000   1.414   0.000   0.000  -2.000  -1.000  -1.414
G7         2.000   1.000  -1.414   0.000   0.000  -2.000  -1.000   1.414
G8         4.000  -1.000   0.000   0.000   0.000  -4.000   1.000   0.000
t2g x spin character: 6.000 0.000 -1.414 0.000 0.000 -6.000 0.000 1.414
t2g x spin contains: G6 0 times, G7 1 times, G8 1 times
eg x spin contains: G6 0 times, G7 0 times, G8 1 times
C4 character of upper t2g doublet: -1.414
C4 character of true spin 1/2: 1.414
J^2 in upper t2g doublet: 8.750 (hbar^2)
Doublet weights yz, zx, xy: 0.3333 0.3333 0.3333
Squared eg coupling / zeta^2, G8: 1.500
Squared eg coupling / zeta^2, G7: 0.000
zeta = 0.0150 hartree
Delta = 0.1200 hartree
zeta/Delta = 0.1250
Isolated t2g, G8 (4 states): -0.007500 hartree
Isolated t2g, G7 (2 states): 0.015000 hartree
Isolated t2g gap: 0.022500 hartree = 0.6123 eV
Gap / zeta: 1.5000
Full d shell, lower G8 (4 states): -0.010094 hartree
Full d shell, G7 (2 states): 0.015000 hartree
Full d shell, upper G8 (4 states): 0.122594 hartree
Full d shell gap G7 - lower G8: 0.025094 hartree = 0.6828 eV
Gap through order zeta^2: 0.025312 hartree
Gap through order zeta^3: 0.025137 hartree
Full gap exceeds isolated gap by 11.53 %
(gap - second order) Delta^2/zeta^3 at zeta/Delta = 0.001: -0.7519
p shell, j=1/2 (2 states): -0.015000 hartree
p shell, j=3/2 (4 states): 0.007500 hartree
```
